\section*{Breakdown-voltage scatter of grain boundaries in series}

\section*{Question}

A varistor ceramic conducts through chains of grains. Each grain boundary blocks current until it carries a few volts, and then the current rises steeply. Breakdown voltages differ from boundary to boundary. If the relative scatter of one boundary is known, how large is the relative scatter of a chain of $N$ boundaries, how does it scale with $N$, and does the result also describe a finished disc?

\section*{Answer for one chain}

\subsection*{Why the breakdown voltages add}

Breakdown here is gradual, so its voltage must be defined at a chosen current $I_{\rm ref}$. Let $V_i$ be the voltage across boundary $i$ at that current, and describe the steep part of its characteristic by
\begin{equation}
I=I_{\rm ref}\left(\frac{v_i}{V_i}\right)^{\alpha_i},
\qquad
v_i=V_i\left(\frac{I}{I_{\rm ref}}\right)^{1/\alpha_i}.
\end{equation}
The exponent $\alpha_i$ is a few tens in a good varistor. In series, every boundary carries the same current and the voltages add:
\begin{equation}
V(I)=\sum_{i=1}^{N}V_i\left(\frac{I}{I_{\rm ref}}\right)^{1/\alpha_i}.
\end{equation}
At $I=I_{\rm ref}$ each bracket equals one, whatever its exponent, so the chain breaks down at
\begin{equation}
V_B=\sum_{i=1}^{N}V_i .
\label{sum}
\end{equation}
The weakest boundary does not decide the breakdown of the chain. It reaches its own $V_i$ at the same current as the others and contributes a smaller term to the sum.

The choice of current matters in one respect. At another current $I'$, boundary $i$ has the voltage $V_i(I'/I_{\rm ref})^{1/\alpha_i}$. With a common exponent all voltages change by the same factor and the relative scatter is unchanged. With unequal exponents it can change, and the single-boundary scatter must then be taken at the current used for the chain.

\subsection*{The square-root law}

Let every $V_i$ have mean $m$ and standard deviation $\sigma=sm$, so that $s$ is the relative scatter of one boundary. The number $N$ is fixed for now. The mean of (\ref{sum}) is $Nm$. With $\delta V_i=V_i-m$, the variance is
\begin{align}
\operatorname{Var}V_B
&=\Big\langle\Big(\sum_i\delta V_i\Big)^2\Big\rangle
=\sum_i\langle\delta V_i^2\rangle
+\sum_{i\ne j}\langle\delta V_i\,\delta V_j\rangle .
\label{var}
\end{align}
For independent boundaries each term of the last sum factorizes into $\langle\delta V_i\rangle\langle\delta V_j\rangle=0$. The $N$ terms of the first sum are each $s^2m^2$. Hence
\begin{equation}
\sigma_B=\sqrt N\,sm,
\qquad
\frac{\sigma_B}{\langle V_B\rangle}
=\frac{\sqrt N\,sm}{Nm}=\frac{s}{\sqrt N}.
\label{law}
\end{equation}
The scatter in volts grows as $\sqrt N$, but the mean grows as $N$. High and low boundaries partly compensate each other, and the relative scatter falls.

Equation (\ref{law}) uses two moments and no distribution shape. A Gaussian is needed only to turn a standard deviation into a probability, and for large $N$ the central limit theorem supplies it near the centre of the distribution.

\subsection*{Numbers for a chain of one hundred}

Take $m=3.0$ V, $s=15\,\%$, a mean grain length of $10\ \mu$m along the current, and a thickness of $1.0$ mm. Then $N=1000/10=100$, and
\begin{align}
\langle V_B\rangle&=100\times3.0\ \text{V}=300\ \text{V},\\
\sigma_B&=\sqrt{100}\times0.45\ \text{V}=4.5\ \text{V},\\
\frac{\sigma_B}{\langle V_B\rangle}&=\frac{4.5}{300}=1.5\,\%.
\end{align}
The full distribution of the sum, obtained by convolving a gamma distribution for one boundary with itself, also has a standard deviation of 4.50 V. About 95\,\% of its chains lie within two standard deviations, that is, between 291 and 309 V.

At fixed $m$ and $s$, the dependence on chain length is:
\begin{center}
\begin{tabular}{rrrr}
$N$ & mean (V) & scatter (V) & relative (\%)\\
1 & 3 & 0.45 & 15\\
10 & 30 & 1.42 & 4.7\\
100 & 300 & 4.50 & 1.5\\
400 & 1200 & 9.00 & 0.75
\end{tabular}
\end{center}
Halving the relative scatter takes four times as many boundaries. At fixed grain size this also means four times the thickness and voltage. At fixed thickness it means grains four times smaller, again with four times the voltage.

\section*{When boundaries are correlated}

Neighbouring boundaries may share a local dopant concentration or cooling history. Let $\rho_k$ be the correlation coefficient of two boundaries $k$ places apart. A chain has $N-k$ such pairs, each appearing twice in (\ref{var}), so
\begin{equation}
\left(\frac{\sigma_B}{\langle V_B\rangle}\right)^2
=\frac{s^2}{N}\left[1+2\sum_{k=1}^{N-1}
\left(1-\frac{k}{N}\right)\rho_k\right].
\end{equation}
If $\rho_k$ dies out over a distance much shorter than the chain, the bracket tends to the constant $1+2\sum_k\rho_k$. If this constant is positive, the $1/\sqrt N$ scaling survives with a changed prefactor.

If instead all pairs have the same $\rho>0$, the sum $\sum_{k=1}^{N-1}(1-k/N)$ equals $(N-1)/2$, and the bracket is $1+(N-1)\rho$. For large $N$ the relative scatter then tends to $s\sqrt\rho$, not to zero. At $\rho=1$ it is $s$ for every $N$.

A physical source of such a floor is a process error shared by the whole chain. Write $V_B=FS$, where $S$ is a sum of independent voltages with mean $Nm$ and relative scatter $s/\sqrt N$, and $F$ is an independent factor with mean one and standard deviation $b$. Since $\langle F^2\rangle=1+b^2$ and $\langle S^2\rangle=(Nm)^2(1+s^2/N)$,
\begin{align}
\left(\frac{\sigma_B}{\langle V_B\rangle}\right)^2
&=\frac{\langle F^2\rangle\langle S^2\rangle}{(Nm)^2}-1
=(1+b^2)\left(1+\frac{s^2}{N}\right)-1\nonumber\\
&=b^2+\frac{s^2}{N}+\frac{b^2s^2}{N}.
\label{common}
\end{align}
The last term is negligible when $b$ is small. For $b=2\,\%$ and $N=100$,
\begin{equation}
\sqrt{(2.0\,\%)^2+(1.5\,\%)^2}=2.5\,\%.
\end{equation}
The two parts are equal at $N=(s/b)^2=(15/2)^2\approx56$. Beyond this length, halving $b$ gains more than halving $s/\sqrt N$, which would take four times as many boundaries.

\section*{Chains in a real microstructure}

\subsection*{Inactive boundaries}

Some boundaries have no useful barrier. Let a fraction $p$ drop no voltage, independently of one another, while the others have mean $m$ and scatter $s$. The first two moments of a boundary chosen at random are
\begin{equation}
\langle V_i\rangle=(1-p)m,
\qquad
\langle V_i^2\rangle=(1-p)m^2(1+s^2).
\end{equation}
Its relative variance is therefore
\begin{equation}
s_{\rm eff}^2=\frac{(1-p)m^2(1+s^2)}{(1-p)^2m^2}-1
=\frac{1+s^2-(1-p)}{1-p}=\frac{s^2+p}{1-p}.
\end{equation}
Equation (\ref{law}) still holds, with $s_{\rm eff}$ in place of $s$. For $p=10\,\%$,
\begin{equation}
s_{\rm eff}=\sqrt{\frac{0.0225+0.10}{0.90}}=36.9\,\%,
\end{equation}
and a chain of 100 has a scatter of 3.69\,\%, not 1.5\,\%. A scatter measured on active boundaries alone therefore gives too small an estimate for the chain.

\subsection*{The number of boundaries also varies}

A ceramic is cut to a thickness $L$, not to a number of grains. Let the grain lengths along the current be independent, with mean $d$ and relative spread $c_g$. The distance spanned by $N$ grains has mean $Nd$ and standard deviation $\sqrt N c_gd$. Setting this distance equal to $L$ gives
\begin{equation}
L\simeq Nd+\sqrt{\bar N}\,c_gd\,\xi,
\qquad \bar N=\frac{L}{d},
\end{equation}
where $\xi$ has mean zero and variance one. Replacing $\sqrt N$ by $\sqrt{\bar N}$ in the small term is correct to leading order for a long chain. Solving for $N$,
\begin{equation}
N\simeq\bar N-\sqrt{\bar N}\,c_g\xi,
\qquad
\operatorname{Var}N\simeq c_g^2\bar N .
\end{equation}

Let $m'=(1-p)m$ be the mean over all boundaries. At given $N$, the chain voltage has mean $Nm'$ and variance $Ns_{\rm eff}^2m'^2$. Its total variance is the average of the variance at given $N$ plus the variance of the mean at given $N$:
\begin{equation}
\operatorname{Var}V_B\simeq
\bar Ns_{\rm eff}^2m'^2+m'^2c_g^2\bar N .
\end{equation}
This assumes that boundary voltages do not depend on grain lengths. Division by $(\bar Nm')^2$ gives
\begin{equation}
\frac{\sigma_B}{\langle V_B\rangle}\simeq
\sqrt{\frac{s_{\rm eff}^2+c_g^2}{\bar N}} .
\label{full}
\end{equation}
The scaling is unchanged, but the prefactor now contains the microstructure.

For $c_g=40\,\%$, the count alone contributes $40\,\%/\sqrt{100}=4.0\,\%$, more than twice the original estimate. Together with the inactive boundaries,
\begin{equation}
\sqrt{\frac{0.136+0.160}{100}}=5.4\,\%.
\end{equation}
Forty thousand sampled chains, with gamma-distributed grain lengths and active-boundary voltages, give 5.45\,\% against 5.44\,\% from (\ref{full}). Their mean voltage is 270 V, because one boundary in ten is inactive. For these parameters, $s/\sqrt N$ is low by a factor of 3.6 for chains cut to equal thickness.

Equation (\ref{full}) is a long-chain result. In a layer only a few grains thick, the position of the electrodes within the end grains matters, and the count is too coarse for the leading-order step.

\section*{From a chain to a disc}

\subsection*{Current prefers weak columns}

A disc contains many chains in parallel. Consider $M$ electrically separate columns with breakdown voltages $V_j$ and a common exponent $\alpha$. They share the voltage $V$, and the disc is at its reference current when the average column current is $I_{\rm ref}$:
\begin{equation}
\frac1M\sum_{j=1}^{M}I_{\rm ref}\left(\frac{V}{V_j}\right)^\alpha=I_{\rm ref}
\quad\Longrightarrow\quad
V=\left[\frac1M\sum_{j=1}^{M}V_j^{-\alpha}\right]^{-1/\alpha}.
\label{disc}
\end{equation}
Low-voltage columns carry more than their share, so the disc voltage lies below the average column voltage.

For a small relative scatter $c$, let $V_j=\mu\exp(c\xi_j-c^2/2)$ with Gaussian $\xi_j$ of unit variance. This lognormal form has mean $\mu$ and relative scatter close to $c$. Using $\langle e^{-\alpha c\xi}\rangle=e^{\alpha^2c^2/2}$,
\begin{equation}
\langle V_j^{-\alpha}\rangle
=\mu^{-\alpha}\exp\left(\frac{\alpha c^2}{2}+\frac{\alpha^2c^2}{2}\right).
\end{equation}
For large $M$ the average in (\ref{disc}) approaches this value. Raising it to the power $-1/\alpha$ gives
\begin{equation}
V\simeq\mu\exp\left[-\frac{(\alpha+1)c^2}{2}\right].
\end{equation}
With $\alpha=40$ and $c=1.5\,\%$, the exponent is $-41\times0.000225/2=-0.0046$, a lowering of 0.46\,\%. The wider distribution of the sampled chains, inserted directly into (\ref{disc}), gives a lowering of about 7\,\%. The microstructure thus shifts the disc voltage as well as spreading the chains.

\subsection*{The random scatter nearly vanishes}

Let $A$ be the average in (\ref{disc}). The logarithm of $V_j^{-\alpha}$ has variance $\alpha^2c^2$, so the relative variance of $V_j^{-\alpha}$ is $e^{\alpha^2c^2}-1$, and that of $A$ is smaller by $M$. Since $V=A^{-1/\alpha}$, small changes obey $\delta V/V=-\delta A/(\alpha A)$. Therefore
\begin{equation}
\frac{\sigma_V}{V}\simeq\frac1\alpha
\sqrt{\frac{e^{\alpha^2c^2}-1}{M}},
\qquad M\gg e^{\alpha^2c^2}-1 .
\end{equation}
For $\alpha c\ll1$ this reduces to $c/\sqrt M$, ordinary averaging over columns. For larger $\alpha c$ fewer columns carry most of the current, and averaging is less effective. When $\alpha c$ is well above one, rare weak columns dominate $A$. The condition on $M$ is then necessary but not sufficient, and for lognormal columns the formula can overestimate the scatter considerably. The result also depends on the low-voltage tail of the distribution, not only on $c$. The chains of (\ref{full}) have a heavier low tail than the lognormal form, and for them the formula with $c=5.4\,\%$ is too low by roughly a factor of two. For the disc below, their random scatter is still only some hundredths of a percent.

A disc 10 mm in diameter, with one column per square of side $10\ \mu$m, has
\begin{equation}
M=\frac{\pi}{4}\left(\frac{10\,000}{10}\right)^2=7.85\times10^5 .
\end{equation}
For $c=1.5\,\%$, $\alpha c=0.60$ and
\begin{equation}
\frac{\sigma_V}{V}\simeq\frac{1}{40}
\sqrt{\frac{e^{0.36}-1}{7.85\times10^5}}=0.0019\,\%.
\end{equation}
So $s/\sqrt N$ is not the disc-to-disc scatter. It describes one electrically isolated chain. Even a contact as small as one grain does not isolate a chain in a ceramic, because the current spreads into neighbouring grains below it.

A process factor $F$ common to the whole disc behaves differently. Replacing every $V_j$ by $FV_j$ in (\ref{disc}) multiplies $V$ by $F$, so its scatter $b$ passes to the disc undiminished. With $b=2\,\%$, the model disc has a scatter of about 2\,\%, almost all of it from the process. Its closeness to the single-chain value of 1.5\,\% is an accident of the chosen numbers: the two have different causes and scale differently with $N$.

\section*{Comparison with real varistors}

The parameters lie in the rough regime of commercial metal-oxide varistor ceramics: about 3 V per active boundary, grains of order $10\ \mu$m, and exponents of some tens. The field of 3.0 kV/cm for a fully active chain is on the high side of ordinary material. Inactive boundaries and current concentration both lower it in the model. The values of $s$, $p$, $c_g$ and $b$ are round choices and vary with composition and firing. The assumption most clearly broken in a real chain is a fixed number of equally active boundaries; relaxing it moves the scatter here from 1.5 to 5.4\,\%. Real columns are also linked sideways, so current can pass around strong boundaries. If all boundaries, including those in the links, have the same exponent, such links can only lower the voltage at a given total current. With unequal exponents a link can also raise it. The rise is a fraction of a percent when all exponents are some tens, and it can be larger when some boundaries have much lower exponents. The separate-column model leaves the links out. Its 7\,\% lowering is therefore a lower limit for the given columns only when the exponent is common, and it is not an estimate for a real disc. When current can move sideways to reach inactive boundaries, the lowering can be substantially larger.

Two further effects concern the conditions of measurement. With a rough temperature coefficient of $-0.05\,\%$/K, taken as constant, heating from 298 to 358 K changes the voltage by $-0.05\times60=-3.0\,\%$. This is twice the single-chain scatter. If all boundaries shift by the same fraction, the relative scatter at a given temperature is unaffected, but mixing readings from different temperatures adds a spurious spread.

The grain interiors add an ohmic voltage $\varrho jL$. For a rough resistivity $\varrho=1\ \Omega\,$cm and $L=0.1$ cm, this is $10^{-4}$ V at $10^{-3}$ A/cm$^2$, negligible beside 300 V. At a surge density of $10^3$ A/cm$^2$ it is 100 V, and the voltage is no longer a sum of boundary terms alone. The estimate $s/\sqrt N$ therefore belongs to the low-current definition of breakdown, for independent boundaries in a chain of fixed number. The numerical output lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
mean voltage per boundary: 3.0 V
single-boundary relative scatter s: 15.0 %
single-boundary scatter: 0.45 V
mean grain intercept: 10 um
thickness: 1.0 mm
boundaries in series N: 100
mean chain breakdown voltage: 300.0 V
mean breakdown field: 3.00 kV/cm
chain scatter, by convolution: 4.50 V
chain relative scatter, by convolution: 1.500 %
chain relative scatter, s/sqrt(N): 1.500 %
chains within two standard deviations: 95 %
N = 1: mean 3.0 V, scatter 0.45 V, relative 15.00 %
N = 4: mean 12.0 V, scatter 0.90 V, relative 7.50 %
N = 10: mean 30.0 V, scatter 1.42 V, relative 4.74 %
N = 25: mean 75.0 V, scatter 2.25 V, relative 3.00 %
N = 100: mean 300.0 V, scatter 4.50 V, relative 1.50 %
N = 400: mean 1200.0 V, scatter 9.00 V, relative 0.75 %
inactive fraction p: 10 %
effective single-boundary scatter with inactive ones: 36.9 %
chain scatter with inactive ones, fixed N: 3.69 %
relative spread of grain intercepts c_g: 40 %
scatter from grain count alone, formula: 4.00 %
scatter of grain count, sampled: 4.01 %
all random sources in one chain, formula: 5.44 %
all random sources in one chain, sampled: 5.45 %
mean voltage with inactive ones, sampled: 270.0 V
common process spread b: 2.0 %
chain scatter with s and b only: 2.50 %
N where random and common parts are equal: 56
exponent alpha: 40
disc diameter: 10 mm
parallel columns M in disc: 7.85e+05
disc random scatter, s only: 0.0019 %
disc voltage lowering, s only: 0.46 %
disc voltage lowering, all random sources, sampled: 7 %
temperature coefficient (rough): -0.05 %/K
temperature range: 298 to 358 K
voltage shift over this range: -3.0 %
grain resistivity (rough): 1.0 ohm cm
grain-interior voltage at reference 1e-03 A/cm2: 1.0e-04 V
grain-interior voltage at surge 1e+03 A/cm2: 1.0e+02 V
\end{verbatim}
